# Speed of a filament wall in a bistable threshold switch

## Problem

A threshold switch is a film that can be resistive or conducting at the same applied field. When it switches, the conducting state may first fill a narrow filament, which then widens. Let $u$ be the local density of mobile carriers, scaled so that $u=0$ is the off state and $u=1$ the conducting state. At a fixed field, take the model

$$
\frac{\partial u}{\partial t}=D\,\nabla^2u+k\,f(u),\qquad f(u)=u(1-u)(u-a),\qquad 0<a<1 .
$$

Here $D$ is the diffusivity in the plane of the film and $k$ is the prefactor of the cubic. The state is taken as uniform through the film thickness. The given values are $a=0.3$, $k=10^{12}\ \mathrm{s^{-1}}$ and $D=1\ \mathrm{cm^2/s}$.

1. Estimate the speed and width of the wall between the two states by scaling.
2. Find the speed $c$ and the profile of a planar wall exactly, and compare them with the estimate. Count $c$ as positive when the conducting region grows.
3. Find how long a cylindrical filament takes to widen from 100 to 200 nm in radius, and roughly how small a filament can be and still grow.
4. Decide what the speed means for an amorphous chalcogenide selector.

The meaning of $k$ needs care. Near $u=0$ the cubic is $f\simeq-au$, so a small disturbance of the off state decays at the rate $ka=3\times10^{11}\ \mathrm{s^{-1}}$. Near $u=1$, write $u=1-v$. Then $f\simeq(1-a)v$ and $v_t=-k(1-a)v$, a decay rate of $7\times10^{11}\ \mathrm{s^{-1}}$. Both states are therefore stable. The middle root is unstable: a uniform film falls back to 0 from below $a$ and rises to 1 from above it.

## First estimate by scaling

The only speed that can be formed from $D$ and $k$ is $\sqrt{Dk}$, and the only length is $\sqrt{D/k}$:

$$
\sqrt{Dk}=10^6\ \mathrm{cm/s}=10\ \mathrm{km/s},\qquad
\sqrt{D/k}=10^{-6}\ \mathrm{cm}=10\ \mathrm{nm}.
$$

Since $a$ has no dimension, the speed must have the form $c=\sqrt{Dk}\,g(a)$. Scaling does not give $g$, but a symmetry restricts it. Put $w=1-u$. Then

$$
w_t=-u_t=D\nabla^2w-k\,(1-w)\,w\,(1-w-a)
=D\nabla^2w+k\,w(1-w)\bigl[w-(1-a)\bigr].
$$

This is the same equation with $a$ replaced by $1-a$ and the two states exchanged. A wall that advances for $a$ thus retreats at the same speed for $1-a$, so $g(1-a)=-g(a)$ and $g(1/2)=0$. The estimate of 10 km/s must be too high when $a$ is near one half.

## Exact planar wall

Let the wall move along $x$, with the conducting state behind it and the off state ahead. Set $u(x,t)=U(z)$ with $z=x-ct$. Then $u_t=-cU'$ and $u_{xx}=U''$, and the equation becomes

$$
DU''+cU'+k\,U(1-U)(U-a)=0,\qquad U(-\infty)=1,\quad U(\infty)=0. \tag{1}
$$

The slope must vanish at $U=0$ and at $U=1$ and be negative between them. The simplest polynomial with these properties suggests the trial form

$$
U'=-\frac{U(1-U)}{\ell}, \tag{2}
$$

with a length $\ell>0$ to be found. Differentiating (2) and then using it again gives

$$
U''=-\frac{(1-2U)U'}{\ell}=\frac{U(1-U)(1-2U)}{\ell^2}.
$$

Every term of (1) now contains $U(1-U)$, which is not zero inside the wall. Dividing by it leaves

$$
\frac{D(1-2U)}{\ell^2}-\frac c\ell+k(U-a)=0 .
$$

This must hold for every $U$ between 0 and 1, so the coefficient of $U$ and the constant part vanish separately:

$$
-\frac{2D}{\ell^2}+k=0,\qquad \frac{D}{\ell^2}-\frac c\ell-ka=0 .
$$

The first condition gives $\ell=\sqrt{2D/k}$, hence $D/\ell^2=k/2$. The second then gives

$$
c=\ell\left(\frac k2-ka\right)=\frac{k\ell}{2}(1-2a)
=(1-2a)\sqrt{\frac{Dk}{2}} . \tag{3}
$$

To obtain the profile, separate (2) as $dU/[U(1-U)]=-dz/\ell$. The left side integrates to $\ln[U/(1-U)]$. With $z=0$ placed where $U=1/2$,

$$
U(z)=\frac{1}{1+e^{z/\ell}} . \tag{4}
$$

The trial form has succeeded, but another wall with another speed might still exist. To exclude this among monotone walls, describe a wall by its steepness $p(U)=-U'>0$. Since $U''=-(dp/dU)\,U'=p\,dp/dU$, equation (1) divided by $Dp$ reads

$$
\frac{dp}{dU}=\frac cD-\frac{k f(U)}{D\,p}. \tag{5}
$$

Near $U=0$ put $p=\lambda U$ and $f=-aU$. Near $U=1$ put $p=\mu(1-U)$ and $f=(1-a)(1-U)$. Equation (5) gives $D\lambda^2-c\lambda-ka=0$ and $D\mu^2+c\mu-k(1-a)=0$, with the positive roots

$$
\lambda=\frac{c+\sqrt{c^2+4Dka}}{2D},\qquad
\mu=\frac{-c+\sqrt{c^2+4Dk(1-a)}}{2D}.
$$

Suppose two speeds $c_2>c_1$ both had walls, $p_2$ and $p_1$. Since $\lambda$ rises with $c$, $p_2>p_1$ just above $U=0$. At a first crossing, $p_2-p_1$ would have to fall to zero. By (5), however, its derivative there is $(c_2-c_1)/D>0$, so the curves cannot cross. Yet $\mu$ falls with $c$, which requires $p_2<p_1$ just below $U=1$. The contradiction shows that a monotone wall has one speed, given by (3).

## Numbers and comparison

For the given values,

$$
\sqrt{\frac{Dk}{2}}=7.07\ \mathrm{km/s},\qquad
c=(1-0.6)\times7.07\ \mathrm{km/s}=2.83\ \mathrm{km/s},
$$

which is also 2.83 nm/ps. The wall length is $\ell=\sqrt2\times10\ \mathrm{nm}=14.1$ nm. From (4), $z=\ell\ln[(1-U)/U]$, so $U$ falls from 0.9 to 0.1 over $2\ell\ln9=62$ nm.

The scaling speed is thus 3.5 times too high, and the scaling length is less than a sixth of the 10–90 % width. The numerical factor in the speed can be traced to two integrals when (1) is multiplied by $U'$ and integrated over $z$. The diffusion term gives $D[U'^2/2]$, which vanishes at both ends. In the reaction term, $U'dz=dU$ runs from 1 to 0 and reverses the sign of the integral. Therefore

$$
c\int_{-\infty}^{\infty}U'^2\,dz=k\int_0^1f(u)\,du . \tag{6}
$$

The right side is the net drive. With $f=-u^3+(1+a)u^2-au$,

$$
\int_0^1f\,du=-\frac14+\frac{1+a}{3}-\frac a2=\frac{1-2a}{12}=0.0333 .
$$

The part of the wall where $u<a$ contributes a loss, $-\int_0^a f\,du=a^3(2-a)/12=0.0038$. This cancels about a tenth of the gain of 0.0372 from the part where $u>a$. The integral on the left acts as a friction coefficient. By (2) it equals $\int_0^1U(1-U)\,dU/\ell=1/(6\ell)$, or 0.118 when length is measured in units of $\sqrt{D/k}$. The ratio $0.0333/0.118=0.283$ is the factor $g(0.3)$ that scaling could not supply.

Two limits show how far the scaling estimate can be trusted. As $a$ falls towards zero, $c$ approaches 7.07 km/s, and the estimate is high by a factor $\sqrt2$. As $a$ approaches one half, the drive vanishes and the wall stops, while the estimate stays at 10 km/s. For $a>1/2$ the wall retreats, as the symmetry requires.

The speed also depends on what the rate constant denotes. If $10^{12}\ \mathrm{s^{-1}}$ were the decay rate $ka$ of the off state, then $k$ would be $3.3\times10^{12}\ \mathrm{s^{-1}}$ and the speed 5.16 km/s.

A real filament does not start with the profile (4). To see what an abrupt edge does, the planar equation was integrated by a finite-volume method with 2 nm cells and explicit steps of 0.01 ps, starting from a sharp step between $u=1$ and $u=0$. A straight line fitted to the position of $u=1/2$ over the second half of a 160 ps run gives 2.83 km/s. In this run, the step developed into a wall with the calculated speed.

## Cylindrical filament

For a filament of radius $R(t)$, defined by $u=1/2$, the Laplacian is $u_{rr}+u_r/r$. Try the planar profile, $u=U(r-R)$. Then $u_t=-\dot R\,U'$. If $R\gg\ell$, the factor $1/r$ varies little across the wall and can be replaced by $1/R$:

$$
DU''+\left(\dot R+\frac DR\right)U'+kf(U)=0 .
$$

This is equation (1) with $c$ replaced by the bracket. The bracket must therefore equal the planar speed:

$$
\dot R=c-\frac DR . \tag{7}
$$

The outer side of a curved wall has more area to supply with carriers than the inner side, and this slows the growth. At $R=100$ nm the correction is $D/R=1.00$ km/s, leaving 1.83 km/s. At 200 nm the speed is 2.33 km/s. Integrating the full radial equation by the same finite-volume method, from a filament with profile (4) and radius 60 nm, gives 1.88 and 2.34 km/s. The difference from (7) is smaller at the larger radius, as expected of an approximation that needs $R\gg\ell$.

Equation (7) gives zero speed at

$$
R_c=\frac Dc=\frac{\ell}{1-2a}=35\ \mathrm{nm},
$$

where the second form follows from $c\ell=(1-2a)D$. Smaller filaments shrink and larger ones grow. Since $R_c$ is only $2.5\,\ell$, this use of (7) is an estimate. For initial profiles $U(r-R_0)$, repeated radial integration over 120 ps, with the interval of $R_0$ halved each time, puts the border between collapse and growth at $R_0=37$ nm. That figure belongs to this family of initial shapes. The close agreement was not assured by the derivation.

For the growth time, write (7) as $\dot R=c(R-R_c)/R$. Then

$$
t=\frac1c\int_{R_1}^{R_2}\frac{R\,dR}{R-R_c}
=\frac1c\int_{R_1}^{R_2}\left(1+\frac{R_c}{R-R_c}\right)dR
=\frac1c\left[R_2-R_1+R_c\ln\frac{R_2-R_c}{R_1-R_c}\right].
$$

Between 100 and 200 nm the logarithm is $\ln(164.6/64.6)=0.935$, so

$$
t=\frac{100+35.4\times0.935}{2.83}\ \mathrm{ps}\approx47\ \mathrm{ps}.
$$

The radial integration gives 46 ps. At the planar speed the same distance would take 35 ps, so curvature lengthens the growth by about a third.

## Meaning for a chalcogenide selector

A possible application is the fast electronic stage of switching in an amorphous chalcogenide film. Rough assumed values are a band mobility $\mu=10\ \mathrm{cm^2/Vs}$ for electrons and for holes, an on-state density $n=10^{19}\ \mathrm{cm^{-3}}$ of each, a field $F=0.1$ MV/cm and a thickness of 20 nm. With equal mobilities, the two carriers spread together with their common diffusivity. The value of $k$ is a model choice, not a measured rate. The 62 nm wall is wider than a selector cell a few tens of nanometres across, so a fully formed wall needs a larger device. The same holds for the 37 nm critical radius and for the growth from 100 to 200 nm. Uniformity through the thickness also needs contacts that replace the carriers they remove: at the drift speed $\mu F=10^6\ \mathrm{cm/s}$ a carrier crosses the film in 2 ps, less than the time $\ell/c=5$ ps in which the wall advances by its own length. The model takes this supply for granted. The fixed field is a further assumption at risk, because a widening filament draws more current through the external circuit.

**Series load.** The on-state current density is $j=2qn\mu F=3.2\ \mathrm{MA/cm^2}$, where $q$ is the elementary charge. If the field did stay fixed, widening from 100 to 200 nm would add $j\pi(R_2^2-R_1^2)=3.0$ mA, treating the filament as a uniform cylinder. Across an assumed 50 ohm load this is 0.15 V, while the film itself carries only $0.1\ \mathrm{MV/cm}\times20\ \mathrm{nm}=0.20$ V. With a constant source voltage and negligible capacitance across the film, the field therefore cannot stay fixed during this growth. The 0.20 V counts only the bulk of the film and leaves out any voltage drop at the contacts. A parallel capacitance could supply the added current for this short time, but the added charge is about 60 fC, so holding the voltage within 10 % needs about 3 pF. The film itself, with a relative permittivity of 15, provides only 6.6 fF per square micrometre. If a lower field favours the off state, $a$ rises. At fixed $D$ and $k$, each increase of 0.01 in $a$ lowers $c$ by 0.14 km/s, and the planar wall stops at $a=0.5$. Where a real filament would stop depends on $a(F)$, which the model does not provide.

**Trapping.** Suppose that $\theta$ carriers are trapped for each free one, that exchange is fast, and that trapped carriers neither diffuse nor change the reaction. The total density is then $(1+\theta)u$, and

$$
(1+\theta)u_t=D\nabla^2u+kf(u).
$$

Dividing by $1+\theta$ reduces both $D$ and $k$ by this factor. The speed becomes $c/(1+\theta)$ and the width is unchanged. For a trial value $\theta=1$ the speed is 1.41 km/s. A planar integration with explicit exchange, in which traps release carriers at $10^{13}\ \mathrm{s^{-1}}$, gives 1.41 km/s on the 2 nm grid. The converged value is 1.416 km/s, about 0.1 % above the fast-exchange limit, because a finite release rate $r$ adds about $\theta v^2/r$ to $D$, where $v$ is the wall speed with traps. Exchange must be fast compared with the passage time of the wall, $\ell/c=5$ ps in the absence of traps: with a release time of 5 ps the speed is 1.51 km/s. A constant $\theta$ ignores the filling of traps as $u$ rises, and in an amorphous film at low carrier density $\theta$ can be much larger than 1, so the trial value is not a bound.

**Carrier temperature.** The Einstein relation $D/\mu=k_BT_e/q$ gives 0.1 V, or $T_e=1160$ K. The chosen diffusivity thus implies carriers much hotter than a film near room temperature. The balance $q\mu F^2\tau_E=\tfrac32k_B(T_e-300\ \mathrm{K})$ shows that the assumed field sustains this only if the energy relaxation time $\tau_E$ is about 1 ps, which is a further assumption. With carriers at 300 K and the same mobility and $k$, $D$ would be $0.26\ \mathrm{cm^2/s}$ and the speed 1.44 km/s.

Four further effects were estimated with these numbers:

- **Degeneracy.** With the free-electron mass, the first correction to the Einstein relation is $n/(2^{3/2}N_c)$, where $N_c$ is the effective density of states at 1160 K. It raises $D$ by 1.9 %, and so $c$ by about 1 %. For carriers at 300 K the correction to $D$ is about 14 %, which would raise the speed of 1.44 km/s found above to about 1.5 km/s.
- **Joule heating.** With an assumed heat capacity of $1.3\ \mathrm{J/cm^3K}$ and no heat loss, the power density $jF$ heats fully conducting material by 12 K in 47 ps. Longer pulses need a thermal model.
- **Mean free path.** The scattering time $m\mu/q$ and the thermal speed $\sqrt{3k_BT_e/m}$, with $m$ the free-electron mass, give 1.3 nm. This is about a tenth of $\ell$, which supports a description by diffusion. The carrier wavelength at this speed, 3.2 nm, is longer than the path, so the path itself is only a rough estimate.
- **Space charge.** For a relative permittivity of 15, on-state charge relaxes in 0.04 ps, well within the 5 ps passage time. The relaxation time grows as $1/u$. At $u=0.02$ it equals $\ell^2/D=2$ ps, the time for diffusion over the wall length. With the equal mobilities assumed here, electrons and holes of equal density diffuse alike, so their spreading in the plane creates no space charge. With unequal mobilities, neutrality would not be assured in the foot of the wall below about this density, and the effect on the speed has not been calculated.

The value 2.83 km/s is therefore the model's speed for a planar wall with the chosen $k$ and $a$, at constant field, with hot carriers, little trapping and contacts that keep the film supplied with carriers. It is not a prediction for a particular material, since $k$ and $a$ were not derived from one. One trapped carrier per free carrier with fast exchange, or carriers at 300 K with the same mobility and $k$, would each roughly halve the speed, and a series load could stop the wall.
